# Van der Pauw's relation proved by two conformal mappings: a program that tests the result

```python
"""Test of van der Pauw's relation
    exp(-pi*R1/Rs) + exp(-pi*R2/Rs) = 1
for a uniform, simply connected sheet with point contacts A, B, C, D in
counterclockwise order on its edge.
Rs: sheet resistance (ohm per square).
R1 = (V_D - V_C)/I with current I entering at A and leaving at B.
R2 = (V_A - V_D)/I with current I entering at B and leaving at C.
Resistances are found from the Laplace problem without conformal mapping,
by a boundary-integral solver (smooth edges) and a resistor network.
"""
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.constants import e as elementary_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve


def edge_transfer(z, source, sink, plus, minus):
    """(V_plus - V_minus)/(I*Rs) for a smooth closed edge.

    z holds edge points at equal parameter steps, counterclockwise.
    The potential is an explicit logarithmic part plus a single layer.
    """
    count = len(z)
    half = count // 2
    t = 2 * np.pi * np.arange(count) / count
    k = np.fft.fftfreq(count, 1 / count)
    dz = np.fft.ifft(1j * k * np.fft.fft(z))
    ddz = np.fft.ifft(-k**2 * np.fft.fft(z))
    speed = np.abs(dz)
    ds = speed * 2 * np.pi / count
    normal = -1j * dz / speed
    curvature = np.imag(np.conj(dz) * ddz) / speed**3
    separation = z[:, None] - z[None, :]
    distance2 = np.abs(separation)**2
    np.fill_diagonal(distance2, 1.0)
    # outward normal derivative of ln|x - y| at x, for x and y on the edge
    log_slope = np.real(np.conj(normal)[:, None] * separation) / distance2
    np.fill_diagonal(log_slope, curvature / 2)
    matrix = (0.5 * np.eye(count) - log_slope * ds[None, :] / (2 * np.pi)
              + np.ones((count, 1)) * ds[None, :])
    rhs = -(log_slope[:, sink] - log_slope[:, source]) / np.pi
    density = np.linalg.solve(matrix, rhs)
    m = np.arange(1, half)

    def potential(p):
        lag = t[p] - t
        # quadrature weights for the factor ln(4 sin^2(lag/2))
        log_weight = (-(2 * np.pi / half)
                      * (np.cos(np.outer(lag, m)) / m).sum(axis=1)
                      - np.pi / half**2 * np.cos(half * lag))
        sine2 = 4 * np.sin(lag / 2)**2
        sine2[p] = 1.0
        ratio = np.abs(z[p] - z)**2 / sine2
        ratio[p] = speed[p]**2
        weight = 0.5 * log_weight + 0.5 * np.log(ratio) * 2 * np.pi / count
        layer = -np.sum(weight * density * speed) / (2 * np.pi)
        explicit = np.log(abs(z[p] - z[sink]) / abs(z[p] - z[source])) / np.pi
        return explicit + layer

    return potential(plus) - potential(minus)


def edge_pair(z, contacts):
    a, b, c, d = contacts
    return edge_transfer(z, a, b, d, c), edge_transfer(z, b, c, a, d)


def network_pair(cell_conductance, contacts):
    """R1, R2 of a grid of square cells; each cell feeds its four edges."""
    g = cell_conductance
    nx, ny = g.shape
    index = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    gx = np.zeros((nx, ny + 1))
    gy = np.zeros((nx + 1, ny))
    gx[:, :-1] += g / 2
    gx[:, 1:] += g / 2
    gy[:-1, :] += g / 2
    gy[1:, :] += g / 2
    start = np.concatenate([index[:-1, :].ravel(), index[:, :-1].ravel()])
    end = np.concatenate([index[1:, :].ravel(), index[:, 1:].ravel()])
    value = np.concatenate([gx.ravel(), gy.ravel()])
    links = sparse.coo_matrix((value, (start, end)),
                              shape=(index.size, index.size)).tocsr()
    links = links + links.T
    degree = np.asarray(links.sum(axis=1)).ravel()
    laplacian = (sparse.diags(degree) - links).tocsr()
    a, b, c, d = [index[p] for p in contacts]
    active = degree > 0
    active[d] = False  # contact D is the zero of potential
    keep = np.flatnonzero(active)
    current = np.zeros((index.size, 2))
    current[a, 0], current[b, 0] = 1, -1
    current[b, 1], current[c, 1] = 1, -1
    v = np.zeros((index.size, 2))
    v[keep] = spsolve(laplacian[keep][:, keep].tocsc(), current[keep])
    return v[d, 0] - v[c, 0], v[a, 1] - v[d, 1]


def vdp_sum(r1, r2, rs=1.0):
    return np.exp(-np.pi * r1 / rs) + np.exp(-np.pi * r2 / rs)


def solve_sheet_resistance(r1, r2):
    low = 0.9 * np.pi * min(r1, r2) / np.log(2)
    high = 1.1 * np.pi * max(r1, r2) / np.log(2)
    return brentq(lambda rs: vdp_sum(r1, r2, rs) - 1, low, high,
                  xtol=1e-12, rtol=1e-13)


# ---- half-plane solution and the algebraic identity, symbolically ----
x, y, a, b, c, d = sp.symbols("x y a b c d", real=True)
V = (sp.log((x - b)**2 + y**2) - sp.log((x - a)**2 + y**2)) / (2 * sp.pi)
psi = (sp.atan2(y, x - b) - sp.atan2(y, x - a)) / sp.pi
assert sp.simplify(sp.diff(V, x, 2) + sp.diff(V, y, 2)) == 0
assert sp.simplify(sp.diff(V, x) - sp.diff(psi, y)) == 0
assert sp.simplify(sp.diff(V, y) + sp.diff(psi, x)) == 0
assert sp.simplify(sp.diff(V, y).subs(y, 0)) == 0
assert sp.expand((d - a)*(c - b) + (b - a)*(d - c) - (c - a)*(d - b)) == 0

# current leaving contact a through a half circle, and edge values of psi
place = {a: 0, b: 1}
slope_x = sp.lambdify((x, y), sp.diff(V, x).subs(place))
slope_y = sp.lambdify((x, y), sp.diff(V, y).subs(place))
radius = 0.4


def outward_current(angle):
    px, py = radius * np.cos(angle), radius * np.sin(angle)
    return -(slope_x(px, py) * np.cos(angle)
             + slope_y(px, py) * np.sin(angle)) * radius


half_circle_current = quad(outward_current, 0, np.pi)[0]
assert abs(half_circle_current - 1) < 1e-9
stream = sp.lambdify((x, y), psi.subs(place), "numpy")
edge_stream = [float(stream(p, 1e-12)) for p in (-0.7, 0.5, 1.8)]
assert np.allclose(edge_stream, [0, 1, 0], atol=1e-9)

# ---- worked example: implanted layer with a known disc map ----
active_density = 4e14       # carriers per cm^2
mobility = 50.0             # cm^2/(V s)
drive_current = 1e-4        # A
scale_mm = 5.0
rs_true = 1 / (elementary_charge * active_density * mobility)
points = 256
contacts = (0, 32, 112, 192)
theta = 2 * np.pi * np.arange(points) / points
disc = np.exp(1j * theta)
outline = scale_mm * (disc + 0.2 * disc**2 + 0.1j * disc**3)
unit_r1, unit_r2 = edge_pair(outline, contacts)
r1, r2 = rs_true * unit_r1, rs_true * unit_r2

wa, wb, wc, wd = disc[list(contacts)]
denominator = abs(wc - wa) * abs(wd - wb)
ratio1 = abs(wd - wa) * abs(wc - wb) / denominator
ratio2 = abs(wb - wa) * abs(wd - wc) / denominator
term1 = np.exp(-np.pi * r1 / rs_true)
term2 = np.exp(-np.pi * r2 / rs_true)
assert abs(term1 - ratio1) < 1e-8
assert abs(term2 - ratio2) < 1e-8
assert np.allclose(edge_pair(3 * outline, contacts), (unit_r1, unit_r2),
                   atol=1e-8)

rs_found = solve_sheet_resistance(r1, r2)
assert abs(rs_found / rs_true - 1) < 1e-7
r_ratio = r1 / r2
skew = (r_ratio - 1) / (r_ratio + 1)
factor = brentq(lambda f: 0.5 * np.exp(np.log(2) / f)
                - np.cosh(skew * np.log(2) / f), 0.05, 1.0, xtol=1e-14)
rs_without_factor = np.pi / np.log(2) * (r1 + r2) / 2
assert abs(rs_without_factor * factor / rs_true - 1) < 1e-7

# ---- smooth outline for which no conformal map is supplied ----
free_outline = (1 + 0.2*np.cos(3*theta) + 0.1*np.sin(2*theta)) * disc
free_r1, free_r2 = edge_pair(free_outline, (10, 70, 120, 215))
free_sum = vdp_sum(free_r1, free_r2)
assert abs(free_sum - 1) < 1e-8

# ---- samples with corners, then violations of the assumptions ----


def l_shape_sum(n):
    cells = np.ones((n, n))
    cells[n // 2:, n // 2:] = 0
    places = ((0, 0), (n, n // 4), (n // 2, 3 * n // 4), (0, n))
    return vdp_sum(*network_pair(cells, places))


l_coarse, l_fine = l_shape_sum(80), l_shape_sum(160)
# tolerance set by the grid error at the re-entrant corner
assert abs(l_fine - 1) < 5e-3
assert abs(l_fine - 1) < abs(l_coarse - 1)

n = 120
corners = ((0, 0), (n, 0), (n, n), (0, n))
square = np.ones((n, n))
square_sum = vdp_sum(*network_pair(square, corners))
assert abs(square_sum - 1) < 1e-3

centre_pair = network_pair(square, ((n // 2, n // 2),) + corners[1:])
centre_sum = vdp_sum(*centre_pair)
assert abs(centre_sum - np.sqrt(2)) < 2e-3

middle = slice(n // 4, 3 * n // 4)
holed = square.copy()
holed[middle, middle] = 0
hole_pair = network_pair(holed, corners)
hole_sum = vdp_sum(*hole_pair)
patched = square.copy()
patched[middle, middle] = 4
patch_pair = network_pair(patched, corners)
patch_sum = vdp_sum(*patch_pair)
assert abs(hole_sum - 1) > 0.05
assert abs(patch_sum - 1) > 0.05

print("WORKED EXAMPLE")
print(f"active sheet density: {active_density:.1e} cm^-2")
print(f"mobility: {mobility:.1f} cm^2/(V s)")
print(f"input sheet resistance: {rs_true:.4f} ohm/sq")
print(f"outline scale: {scale_mm:.1f} mm")
for name, node in zip("ABCD", contacts):
    print(f"contact {name}: disc angle {np.degrees(theta[node]):.1f} deg, "
          f"x {outline[node].real:.3f} mm, y {outline[node].imag:.3f} mm")
print(f"R1 from Laplace solver: {r1:.4f} ohm")
print(f"R2 from Laplace solver: {r2:.4f} ohm")
print(f"drive current: {drive_current * 1e3:.2f} mA")
print(f"voltage V_D-V_C for R1: {r1 * drive_current * 1e3:.4f} mV")
print(f"voltage V_A-V_D for R2: {r2 * drive_current * 1e3:.4f} mV")
print(f"exp(-pi R1/Rs): {term1:.8f}; disc cross-ratio: {ratio1:.8f}")
print(f"exp(-pi R2/Rs): {term2:.8f}; disc cross-ratio: {ratio2:.8f}")
print(f"sum of the two exponentials: {term1 + term2:.8f}")
print(f"R1/R2: {r_ratio:.5f}")
print(f"correction factor F: {factor:.6f}")
print(f"estimate with F set to 1: {rs_without_factor:.4f} ohm/sq")
print(f"its relative error: {100*(rs_without_factor/rs_true-1):.2f} %")
print(f"recovered sheet resistance: {rs_found:.4f} ohm/sq")
print("OTHER SAMPLES (resistances in units of Rs)")
print(f"half-plane current from contact a: {half_circle_current:.8f} I")
print(f"free smooth outline: R1 {free_r1:.6f}, R2 {free_r2:.6f}")
print(f"free smooth outline, sum: {free_sum:.8f}")
print(f"L shape, sum, 80 cells per side: {l_coarse:.6f}")
print(f"L shape, sum, 160 cells per side: {l_fine:.6f}")
print(f"square, corner contacts, sum: {square_sum:.6f}")
print("VIOLATED ASSUMPTIONS (square, 120 cells per side)")
print(f"A at centre, sum: {centre_sum:.6f}; sqrt(2): {np.sqrt(2):.6f}")
print(f"A at centre, apparent Rs/true Rs: "
      f"{solve_sheet_resistance(*centre_pair):.4f}")
print(f"central hole, half the side wide, sum: {hole_sum:.4f}")
print(f"central hole, apparent Rs/true Rs: "
      f"{solve_sheet_resistance(*hole_pair):.4f}")
print(f"central patch, 4x conductance, sum: {patch_sum:.4f}")
print(f"central patch, apparent Rs/Rs outside patch: "
      f"{solve_sheet_resistance(*patch_pair):.4f}")
print("all assertions hold")
```

Printed output:

```
WORKED EXAMPLE
active sheet density: 4.0e+14 cm^-2
mobility: 50.0 cm^2/(V s)
input sheet resistance: 312.0755 ohm/sq
outline scale: 5.0 mm
contact A: disc angle 0.0 deg, x 6.000 mm, y 0.500 mm
contact B: disc angle 45.0 deg, x 3.182 mm, y 4.182 mm
contact C: disc angle 157.5 deg, x -4.374 mm, y 1.015 mm
contact D: disc angle 270.0 deg, x -1.500 mm, y -5.000 mm
R1 from Laplace solver: 42.9690 ohm
R2 from Laplace solver: 103.9591 ohm
drive current: 0.10 mA
voltage V_D-V_C for R1: 4.2969 mV
voltage V_A-V_D for R2: 10.3959 mV
exp(-pi R1/Rs): 0.64884670; disc cross-ratio: 0.64884670
exp(-pi R2/Rs): 0.35115330; disc cross-ratio: 0.35115330
sum of the two exponentials: 1.00000000
R1/R2: 0.41333
correction factor F: 0.937261
estimate with F set to 1: 332.9654 ohm/sq
its relative error: 6.69 %
recovered sheet resistance: 312.0755 ohm/sq
OTHER SAMPLES (resistances in units of Rs)
half-plane current from contact a: 1.00000000 I
free smooth outline: R1 0.358122, R2 0.124934
free smooth outline, sum: 1.00000000
L shape, sum, 80 cells per side: 0.999845
L shape, sum, 160 cells per side: 0.999961
square, corner contacts, sum: 0.999913
VIOLATED ASSUMPTIONS (square, 120 cells per side)
A at centre, sum: 1.414152; sqrt(2): 1.414214
A at centre, apparent Rs/true Rs: 0.5001
central hole, half the side wide, sum: 0.2687
central hole, apparent Rs/true Rs: 2.8960
central patch, 4x conductance, sum: 1.5113
central patch, apparent Rs/Rs outside patch: 0.4042
all assertions hold
```
